# The hcp structure factor and the limits of its extinction rule: a program that tests the result

```python
"""
Result under test: for hcp with 120-degree axes and identical atoms at 0 and
tau = a1/3 + 2 a2/3 + a3/2, the structure factor S(G) = sum_j exp(-i G.tau_j)
has |S|^2 = 4 or 0 (l even or odd) if 3 divides h+2k, and 1 or 3 otherwise.
Symbols: a, c lattice constants; h, k, l integer labels of G;
f(G) transform of one spherical atom; F(G) transform of the density in a cell;
sigma Gaussian width; lam strength of a three-lobed, non-spherical part.
Lengths are in angstrom.
"""
import itertools
import numpy as np


def cell_vectors(a, c, angle_degrees):
    t = np.radians(angle_degrees)
    return np.array([[a, 0, 0], [a * np.cos(t), a * np.sin(t), 0], [0, 0, c]])


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def direct_sum(labels, cell, sites):
    g = np.array(labels) @ reciprocal(cell)
    return sum(np.exp(-1j * np.dot(g, site)) for site in sites)


def four_case_rule(m, l):
    if m % 3 == 0:
        return 4 if l % 2 == 0 else 0
    return 1 if l % 2 == 0 else 3


a = 3.0
ideal_ratio = np.sqrt(8 / 3)
c = a * ideal_ratio
origin = np.zeros(3)
cell = cell_vectors(a, c, 120)
# The second atom sits over the centroid of a triangle of first-layer atoms.
tau = (origin + cell[1] + cell[0] + cell[1]) / 3 + cell[2] / 2
sites = [origin, tau]

# Close packing: count the nearest neighbours of the atom at the origin.
distances = np.array([np.linalg.norm(np.array(n) @ cell + s)
                      for n in itertools.product(range(-2, 3), repeat=3)
                      for s in sites])
distances = distances[distances > 1e-9]
nearest = distances.min()
neighbours = int(np.sum(distances < nearest + 1e-6))
assert neighbours == 12 and abs(nearest - a) < 1e-10

# Direct Cartesian sums against the four-case rule.
label_range = list(itertools.product(range(-5, 6), repeat=3))
shift = np.array([0.37, -0.81, 1.13])
for ratio in (1.50, ideal_ratio, 1.90):
    cell_r = cell_vectors(a, a * ratio, 120)
    up = (2 * cell_r[1] + cell_r[0]) / 3 + cell_r[2] / 2
    other = (2 * cell_r[0] + cell_r[1]) / 3 + cell_r[2] / 2
    cell_60 = cell_vectors(a, a * ratio, 60)
    up_60 = (cell_60[0] + cell_60[1]) / 3 + cell_60[2] / 2
    for h, k, l in label_range:
        rule = four_case_rule(h + 2 * k, l)
        for pair in ([origin, up], [shift, up + shift], [origin, other]):
            value = abs(direct_sum((h, k, l), cell_r, pair)) ** 2
            assert abs(value - rule) < 1e-10
        value_60 = abs(direct_sum((h, k, l), cell_60, [origin, up_60])) ** 2
        assert abs(value_60 - four_case_rule(h + k, l)) < 1e-10

# Closed form of the complex structure factor.
for h, k, l in label_range:
    closed = 1 + (-1.0) ** l * np.exp(-2j * np.pi * (h + 2 * k) / 3)
    assert abs(direct_sum((h, k, l), cell, sites) - closed) < 1e-10

# Frequencies over one period of the labels.
period = [abs(direct_sum(n, cell, sites)) ** 2
          for n in itertools.product(range(3), range(3), range(2))]
counts = {v: int(np.sum(np.abs(np.array(period) - v) < 1e-9))
          for v in (0, 1, 3, 4)}
mean_square = float(np.mean(period))
assert counts == {0: 3, 1: 6, 3: 6, 4: 3}
assert abs(mean_square - len(sites)) < 1e-10

# Periodic densities on a grid: spherical atoms, and atoms with three lobes.
sigma = 0.12 * a
lam = 2.0 / a ** 3
N = 30
volume = abs(np.linalg.det(cell))
index = np.indices((N, N, N))
points = np.moveaxis(index, 0, -1) / N @ cell


def lobe(x, y):
    return y ** 3 - 3 * x ** 2 * y


spherical = np.zeros((N, N, N))
lobed = np.zeros((N, N, N))
for n in itertools.product(range(-2, 3), repeat=3):
    for site, sign in zip(sites, (1, -1)):
        d = points - (np.array(n) @ cell + site)
        gauss = np.exp(-np.sum(d * d, axis=-1) / (2 * sigma ** 2))
        spherical += gauss
        lobed += gauss * (1 + sign * lam * lobe(d[..., 0], d[..., 1]))
assert lobed.min() > 0
F_spherical = np.fft.fftn(spherical) * volume / N ** 3
F_lobed = np.fft.fftn(lobed) * volume / N ** 3


def g_vector(labels):
    return np.array(labels) @ reciprocal(cell)


def atom_transform(labels):
    g = g_vector(labels)
    return (2 * np.pi * sigma ** 2) ** 1.5 * np.exp(-sigma ** 2 * (g @ g) / 2)


for n in itertools.product(range(-3, 4), repeat=3):
    ratio_f = F_spherical[n] / atom_transform(n)
    assert abs(abs(ratio_f) ** 2 - four_case_rule(n[0] + 2 * n[1], n[2])) < 1e-7

# The lobed density keeps the glide y -> a/sqrt(3) - y, z -> z + c/2.
u, v, w = index
glided = lobed[(u - v + N // 3) % N, (-v + 2 * N // 3) % N, (w + N // 2) % N]
assert np.max(np.abs(glided - lobed)) < 1e-10

# Extinctions that survive lobes, and one that does not.
for n in ((0, 0, 1), (1, 1, 1), (2, 2, 1), (2, -1, 1), (1, -2, 1), (1, 1, 3)):
    assert abs(F_lobed[n] / atom_transform(n)) < 1e-8
broken = (3, 0, 1)
g_broken = g_vector(broken)
lobed_ratio = F_lobed[broken] / atom_transform(broken)
lobed_formula = 2j * lam * sigma ** 6 * lobe(g_broken[0], g_broken[1])
assert abs(lobed_formula) > 0.01
assert abs(lobed_ratio - lobed_formula) < 1e-8

print(f"lattice constant a = {a:.3f} angstrom")
print(f"ideal ratio c/a = {ideal_ratio:.5f}")
print(f"lattice constant c = {c:.4f} angstrom")
print(f"nearest neighbours: {neighbours} at {nearest:.4f} angstrom")
print(f"Gaussian width sigma = {sigma:.3f} angstrom")
print(f"lobe strength lam = {lam:.5f} angstrom^-3")
print(f"grid points along each cell vector = {N}")
print("|F/f|^2 is from the numerical transform of spherical atoms")
print(" h  k  l  h+2k    Re S     Im S   |S|^2  |F/f|^2  |G| (1/angstrom)")
table = [(0, 0, 1), (1, 0, 0), (0, 0, 2), (1, 0, 1), (1, 0, 2), (1, 1, 0),
         (1, 0, 3), (1, 1, 1), (2, 0, 0), (1, 1, 2), (2, 0, 1), (3, 0, 1)]
for n in table:
    s = direct_sum(n, cell, sites)
    re, im = round(s.real, 4) + 0.0, round(s.imag, 4) + 0.0
    numeric = abs(F_spherical[n] / atom_transform(n)) ** 2
    print(f"{n[0]:2d} {n[1]:2d} {n[2]:2d} {n[0] + 2 * n[1]:4d}  {re:8.4f} "
          f"{im:8.4f} {abs(s) ** 2:7.4f} {numeric:8.4f} "
          f"{np.linalg.norm(g_vector(n)):9.4f}")
for value, count in counts.items():
    print(f"|S|^2 = {value}: {count} of {len(period)} labels in one period")
print(f"mean |S|^2 over one period = {mean_square:.4f}")
print("lobed atoms, |F/f| (dimensionless):")
for n in ((0, 0, 1), (1, 1, 1), (3, 0, 1)):
    print(f"  {n}: {abs(F_lobed[n] / atom_transform(n)):.5f}")
print(f"  formula for {broken}: {abs(lobed_formula):.5f}")
print("all assertions hold")
```

Printed output:

```
lattice constant a = 3.000 angstrom
ideal ratio c/a = 1.63299
lattice constant c = 4.8990 angstrom
nearest neighbours: 12 at 3.0000 angstrom
Gaussian width sigma = 0.360 angstrom
lobe strength lam = 0.07407 angstrom^-3
grid points along each cell vector = 30
|F/f|^2 is from the numerical transform of spherical atoms
 h  k  l  h+2k    Re S     Im S   |S|^2  |F/f|^2  |G| (1/angstrom)
 0  0  1    0    0.0000   0.0000  0.0000   0.0000    1.2825
 1  0  0    1    0.5000  -0.8660  1.0000   1.0000    2.4184
 0  0  2    0    2.0000   0.0000  4.0000   4.0000    2.5651
 1  0  1    1    1.5000   0.8660  3.0000   3.0000    2.7374
 1  0  2    1    0.5000  -0.8660  1.0000   1.0000    3.5254
 1  1  0    3    2.0000   0.0000  4.0000   4.0000    4.1888
 1  0  3    1    1.5000   0.8660  3.0000   3.0000    4.5446
 1  1  1    3    0.0000   0.0000  0.0000   0.0000    4.3807
 2  0  0    2    0.5000   0.8660  1.0000   1.0000    4.8368
 1  1  2    3    2.0000   0.0000  4.0000   4.0000    4.9118
 2  0  1    2    1.5000  -0.8660  3.0000   3.0000    5.0040
 3  0  1    3    0.0000   0.0000  0.0000   0.0000    7.3677
|S|^2 = 0: 3 of 18 labels in one period
|S|^2 = 1: 6 of 18 labels in one period
|S|^2 = 3: 6 of 18 labels in one period
|S|^2 = 4: 3 of 18 labels in one period
mean |S|^2 over one period = 2.0000
lobed atoms, |F/f| (dimensionless):
  (0, 0, 1): 0.00000
  (1, 1, 1): 0.00000
  (3, 0, 1): 0.12316
  formula for (3, 0, 1): 0.12316
all assertions hold
```
